# Photon Absorption in a Thin Extreme-Ultraviolet Resist Film: test program

```python
"""Absorption of extreme-ultraviolet photons in a thin resist film.

Result under test: absorbed fraction A = 1 - exp(-alpha*d), where
  alpha = natural (base e) absorption coefficient of intensity, 1/nm
  d     = film thickness, nm
for normal incidence, negligible reflection and constant alpha.
The complex refractive index is n + i*kappa, alpha = 4*pi*kappa/wavelength.
Independent roads: numerical integration of the wave equation, and
random simulations of shadowing absorbers and of photon counting.
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)

# Rough typical inputs: organic chemically amplified resist on silicon
thickness = 40.0
alpha_um = 5.0
alpha = alpha_um / 1000.0
wavelength = 13.5
n_real = 0.975
n_silicon = 0.999 + 0.0018j
dose_mj_cm2 = 30.0
column_side = 10.0
aperture = 0.33
alpha_tin = 20.0 / 1000.0
k_vac = 2 * np.pi / wavelength


def film_index(absorption):
    return n_real + 1j * absorption * wavelength / (4 * np.pi)


def absorbed_law(absorption, d):
    return 1 - np.exp(-absorption * d)


def solve_wave(n_film, n_below, d, sine=0.0):
    """Integrate the s-polarized wave equation upward from the film bottom.

    Only a downward wave exists below the film. Returns depth, |E|^2 and
    downward energy flux (both per incident wave), and reflectance.
    """
    kz_below = np.sqrt(n_below**2 - sine**2 + 0j)
    cos_vac = np.sqrt(1 - sine**2)

    def slope(x, y):
        return [y[1], -(n_film**2 - sine**2) * y[0]]

    grid = np.linspace(k_vac * d, 0, 1001)
    sol = solve_ivp(slope, (grid[0], 0), np.array([1, 1j * kz_below]),
                    method="DOP853", t_eval=grid, rtol=1e-10, atol=1e-12)
    field, deriv = sol.y[0][::-1], sol.y[1][::-1]
    incident = (field[0] + deriv[0] / (1j * cos_vac)) / 2
    reflected = (field[0] - deriv[0] / (1j * cos_vac)) / 2
    norm = abs(incident)**2
    flux = np.imag(np.conj(field) * deriv) / (cos_vac * norm)
    return (grid[::-1] / k_vac, abs(field)**2 / norm, flux,
            abs(reflected)**2 / norm)


def absorbed_wave(absorption, d, sine=0.0):
    """Fraction of entering flux lost in a film with no bottom reflection."""
    index = film_index(absorption)
    flux = solve_wave(index, index, d, sine)[2]
    return 1 - flux[-1] / flux[0]


# Exponential law against the wave equation
optical_depth = alpha * thickness
absorbed = absorbed_law(alpha, thickness)
absorbed_numeric = absorbed_wave(alpha, thickness)
assert abs(absorbed_numeric - absorbed) < 1e-6
lower_bound = optical_depth - optical_depth**2 / 2
assert lower_bound < absorbed_numeric < optical_depth
absorbed_tin = absorbed_law(alpha_tin, thickness)
assert abs(absorbed_wave(alpha_tin, thickness) - absorbed_tin) < 1e-6
half_thickness = np.log(2) / alpha
assert abs(absorbed_wave(alpha, half_thickness) - 0.5) < 1e-6

# Local absorption follows |E|^2; its bottom-to-top ratio
index = film_index(alpha)
intensity = solve_wave(index, index, thickness)[1]
bottom_top = np.exp(-optical_depth)
assert abs(intensity[-1] / intensity[0] - bottom_top) < 1e-6

# Thickness sensitivity against a finite difference of wave solutions
sensitivity = alpha * np.exp(-optical_depth)
difference = (absorbed_wave(alpha, thickness + 0.5)
              - absorbed_wave(alpha, thickness - 0.5))
assert abs(difference / sensitivity - 1) < 1e-3

# Random opaque disks: total disk area per unit area is the optical depth
disk_count = 200000
disk_radius = np.sqrt(optical_depth / (np.pi * disk_count))
tree = cKDTree(rng.random((disk_count, 2)), boxsize=1.0)
distance = tree.query(rng.random((200000, 2)))[0]
absorbed_disks = np.mean(distance < disk_radius)
# Tolerance is over four standard errors of the random sampling
assert abs(absorbed_disks - absorbed) < 0.004

# Photon numbers and counting noise
photon_joule = const.h * const.c / (wavelength * 1e-9)
photon_ev = photon_joule / const.e
incident_nm2 = dose_mj_cm2 * 10 / photon_joule * 1e-18
absorbed_nm2 = incident_nm2 * absorbed
incident_column = incident_nm2 * column_side**2
absorbed_column = absorbed_nm2 * column_side**2
noise = 1 / np.sqrt(absorbed_column)
arrivals = rng.poisson(incident_column, 100000)
counts = rng.binomial(arrivals, absorbed)
# Sampling error of the standard deviation is about 0.2 percent
assert abs(counts.std() / counts.mean() / noise - 1) < 0.012

# Real interfaces: resist on silicon
depth, intensity, flux, reflectance = solve_wave(index, n_silicon, thickness)
absorbed_stack = flux[0] - flux[-1]
local_sum = simpson(alpha * n_real * intensity, x=depth)
assert abs(local_sum - absorbed_stack) < 1e-6
assert abs(absorbed_stack - absorbed) < 0.005
relative = intensity / np.exp(-alpha * depth)
ripple = (relative.max() - relative.min()) / (relative.max() + relative.min())
shifts = []
for d in np.linspace(36, 44, 17):
    f = solve_wave(index, n_silicon, d)[2]
    shifts.append(abs(f[0] - f[-1] - absorbed_law(alpha, d)))
largest_shift = max(shifts)

# Oblique ray at the aperture edge, refracted into the resist
cos_inside = np.sqrt(1 - (aperture / n_real)**2)
absorbed_edge = absorbed_law(alpha, thickness / cos_inside)
# The ray formula omits terms of second order in kappa
assert abs(absorbed_wave(alpha, thickness, aperture) - absorbed_edge) < 1e-4

# Material loss and elastic scattering for a C8H8O repeat unit
density_g_cm3 = 1.2
unit_mass = 8 * 12.011 + 8 * 1.008 + 15.999
units_nm3 = density_g_cm3 / unit_mass * const.N_A * 1e-21
absorbed_nm3 = absorbed_nm2 / thickness
lost_fraction = absorbed_nm3 / units_nm3
absorbed_loss = absorbed_law(alpha * (1 - lost_fraction), thickness)
thomson_nm2 = const.physical_constants["Thomson cross section"][0] * 1e18
charge_squares = 8 * 6**2 + 8 * 1**2 + 8**2
scatter_ratio = thomson_nm2 * charge_squares * units_nm3 / alpha
assert scatter_ratio < 1e-3

print(f"Resist thickness: {thickness:.0f} nm")
print(f"Absorption coefficient: {alpha_um:.1f} 1/um = {alpha:.4f} 1/nm")
print(f"Optical depth alpha*d: {optical_depth:.3f}")
print(f"Transmitted fraction: {100 * (1 - absorbed):.2f} %")
print(f"Absorbed fraction, exponential law: {100 * absorbed:.2f} %")
print(f"Absorbed fraction, wave equation: {100 * absorbed_numeric:.2f} %")
print(f"Absorbed fraction, random disks: {100 * absorbed_disks:.1f} %")
print(f"Lower bound x - x^2/2: {100 * lower_bound:.1f} %")
print(f"Upper bound x (linear estimate): {100 * optical_depth:.1f} %")
print(f"Wrong base 10 reading: {100 * (1 - 10**-optical_depth):.1f} %")
print(f"Bottom-to-top local absorption ratio: {bottom_top:.3f}")
print(f"Thickness for half absorption: {half_thickness:.1f} nm")
print(f"Thickness sensitivity: {100 * sensitivity:.3f} % points per nm")
print(f"Tin-oxide coefficient (rough): {1000 * alpha_tin:.0f} 1/um")
print(f"Tin-oxide absorbed fraction: {100 * absorbed_tin:.1f} %")
print(f"Wavelength: {wavelength:.1f} nm")
print(f"Resist index n (rough): {n_real:.3f}")
print(f"Resist kappa from alpha: {index.imag:.5f}")
print(f"Silicon index (rough): n {n_silicon.real:.3f}, "
      f"kappa {n_silicon.imag:.4f}")
print(f"Photon energy: {photon_ev:.2f} eV")
print(f"Photon energy in joule: {photon_joule:.4e} J")
print(f"Dose: {dose_mj_cm2:.0f} mJ/cm2")
print(f"Incident photons: {incident_nm2:.2f} per nm2")
print(f"Absorbed photons: {absorbed_nm2:.2f} per nm2")
print(f"Absorbed photons by volume: {absorbed_nm3:.4f} per nm3")
print(f"Column side: {column_side:.0f} nm")
print(f"Incident photons in column: {incident_column:.0f}")
print(f"Absorbed photons in column: {absorbed_column:.0f}")
print(f"Relative noise of absorbed number: {100 * noise:.2f} %")
print(f"Simulated relative noise: {100 * counts.std() / counts.mean():.2f} %")
print(f"Reflectance of resist on silicon: {100 * reflectance:.4f} %")
print(f"Absorbed fraction on silicon: {100 * absorbed_stack:.2f} %")
print(f"Largest interface shift, 36-44 nm: {100 * largest_shift:.3f} % points")
print(f"Standing-wave ripple amplitude: {100 * ripple:.1f} %")
print(f"Numerical aperture: {aperture:.2f}")
print(f"Absorbed fraction at aperture edge: {100 * absorbed_edge:.2f} %")
print(f"Absorbed if alpha 10 % lower: "
      f"{100 * absorbed_law(0.9 * alpha, thickness):.1f} %")
print(f"Absorbed if alpha 10 % higher: "
      f"{100 * absorbed_law(1.1 * alpha, thickness):.1f} %")
print(f"Polymer density (rough): {density_g_cm3:.1f} g/cm3")
print(f"Polymer repeat units: {units_nm3:.2f} per nm3")
print(f"Units lost, one per absorbed photon: {100 * lost_fraction:.2f} %")
print(f"Absorbed fraction after that loss: {100 * absorbed_loss:.2f} %")
print(f"Elastic scattering / absorption: {scatter_ratio:.1e}")
print("tests ok")
```

It prints:

```
Resist thickness: 40 nm
Absorption coefficient: 5.0 1/um = 0.0050 1/nm
Optical depth alpha*d: 0.200
Transmitted fraction: 81.87 %
Absorbed fraction, exponential law: 18.13 %
Absorbed fraction, wave equation: 18.13 %
Absorbed fraction, random disks: 18.1 %
Lower bound x - x^2/2: 18.0 %
Upper bound x (linear estimate): 20.0 %
Wrong base 10 reading: 36.9 %
Bottom-to-top local absorption ratio: 0.819
Thickness for half absorption: 138.6 nm
Thickness sensitivity: 0.409 % points per nm
Tin-oxide coefficient (rough): 20 1/um
Tin-oxide absorbed fraction: 55.1 %
Wavelength: 13.5 nm
Resist index n (rough): 0.975
Resist kappa from alpha: 0.00537
Silicon index (rough): n 0.999, kappa 0.0018
Photon energy: 91.84 eV
Photon energy in joule: 1.4714e-17 J
Dose: 30 mJ/cm2
Incident photons: 20.39 per nm2
Absorbed photons: 3.70 per nm2
Absorbed photons by volume: 0.0924 per nm3
Column side: 10 nm
Incident photons in column: 2039
Absorbed photons in column: 370
Relative noise of absorbed number: 5.20 %
Simulated relative noise: 5.20 %
Reflectance of resist on silicon: 0.0208 %
Absorbed fraction on silicon: 18.13 %
Largest interface shift, 36-44 nm: 0.014 % points
Standing-wave ripple amplitude: 2.4 %
Numerical aperture: 0.33
Absorbed fraction at aperture edge: 19.15 %
Absorbed if alpha 10 % lower: 16.5 %
Absorbed if alpha 10 % higher: 19.7 %
Polymer density (rough): 1.2 g/cm3
Polymer repeat units: 6.01 per nm3
Units lost, one per absorbed photon: 1.54 %
Absorbed fraction after that loss: 17.87 %
Elastic scattering / absorption: 2.9e-05
tests ok
```
